# Rotational invariance links third-order to second-order force constants

## Result

Let atoms $i$ have reference positions $\mathbf R_i$ and displacements $\mathbf u_i$, and let $E(\{\mathbf u\})$ be their potential energy. Greek letters label Cartesian components, repeated Greek indices are summed where no other rule is stated, and

$$\Phi_i^{\alpha}=\frac{\partial E}{\partial u_i^\alpha},\qquad \Phi_{ij}^{\alpha\mu}=\frac{\partial^2E}{\partial u_i^\alpha\partial u_j^\mu},\qquad \Phi_{ijk}^{\alpha\mu\beta}=\frac{\partial^3E}{\partial u_i^\alpha\partial u_j^\mu\partial u_k^\beta},$$

all taken at $\mathbf u=0$.

**Theorem 1.** Let $E$ be three times differentiable and unchanged when all atoms are rotated rigidly. Then, for every $i,j,\alpha,\mu,\beta,\gamma$,

$$\sum_k\left[\Phi_{ijk}^{\alpha\mu\beta}R_k^\gamma-\Phi_{ijk}^{\alpha\mu\gamma}R_k^\beta\right]+\Phi_{ij}^{\alpha\beta}\delta_{\mu\gamma}-\Phi_{ij}^{\alpha\gamma}\delta_{\mu\beta}+\Phi_{ij}^{\beta\mu}\delta_{\alpha\gamma}-\Phi_{ij}^{\gamma\mu}\delta_{\alpha\beta}=0. \tag{1}$$

The translational rules $\sum_k\Phi_{ijk}^{\alpha\mu\beta}=0$ do not imply (1).

The rule is inhomogeneous: once the second-order constants are known, certain position-weighted sums of third-order constants are no longer free. In a flat, stress-free honeycomb sheet this fixes how strongly a small biaxial strain stiffens the flexural phonons of long wavelength.

## Proof of the rule

The rotation acts on the actual positions $\mathbf R_k+\mathbf u_k$, not on the displacements alone. An infinitesimal rotation changes them by $\delta u_k^\beta=W_{\beta\gamma}(R_k^\gamma+u_k^\gamma)$, where $W_{\beta\gamma}=-W_{\gamma\beta}$. Since $E$ does not change,

$$0=\delta E=W_{\beta\gamma}\sum_k\frac{\partial E}{\partial u_k^\beta}(R_k^\gamma+u_k^\gamma).$$

This holds for every antisymmetric $W$, so the antisymmetric part of the sum vanishes for all $\mathbf u$:

$$\sum_k\left[\frac{\partial E}{\partial u_k^\beta}(R_k^\gamma+u_k^\gamma)-\frac{\partial E}{\partial u_k^\gamma}(R_k^\beta+u_k^\beta)\right]=0. \tag{2}$$

Differentiate (2) with respect to $u_i^\alpha$. The derivative acts on the force and on the explicit displacement:

$$\sum_k\left[\frac{\partial^2E}{\partial u_i^\alpha\partial u_k^\beta}(R_k^\gamma+u_k^\gamma)-(\beta\leftrightarrow\gamma)\right]+\frac{\partial E}{\partial u_i^\beta}\delta_{\alpha\gamma}-\frac{\partial E}{\partial u_i^\gamma}\delta_{\alpha\beta}=0. \tag{3}$$

At $\mathbf u=0$ this is the second-order rule

$$\sum_k\left[\Phi_{ik}^{\alpha\beta}R_k^\gamma-\Phi_{ik}^{\alpha\gamma}R_k^\beta\right]+\Phi_i^\beta\delta_{\alpha\gamma}-\Phi_i^\gamma\delta_{\alpha\beta}=0. \tag{4}$$

Now differentiate (3) with respect to $u_j^\mu$ and set $\mathbf u=0$. In the sum, the derivative of the second derivative gives the third-order terms of (1). The derivative of $u_k^\gamma$ gives $\delta_{jk}\delta_{\mu\gamma}$, hence $\Phi_{ij}^{\alpha\beta}\delta_{\mu\gamma}$; its partner gives $-\Phi_{ij}^{\alpha\gamma}\delta_{\mu\beta}$. The two force terms give $\Phi_{ij}^{\beta\mu}\delta_{\alpha\gamma}-\Phi_{ij}^{\gamma\mu}\delta_{\alpha\beta}$. Their sum is (1). ∎

Forces appear in (4) but not in (1), so (1) holds at any reference configuration, in equilibrium or not. It can fail if the atoms also feel a substrate held fixed or a field whose force varies with position. A uniform force field is linear in the displacements, so it changes (4) but not (1).

**Crystals.** Suppose that the energy is a sum of finite-range terms, each rotationally invariant. For a given pair $i,j$, cut out a finite patch that keeps every term containing $i$ or $j$. Theorem 1 applies to the patch, and its constants $\Phi_{ij}$ and $\Phi_{ijk}$ are those of the crystal. The positions $\mathbf R_k$ are true positions and must not be folded back into a periodic cell. With long-range polar forces the weighted sum may depend on the order of summation, and this argument does not cover that case.

## Independence from translation

**Proposition 2.** (a) If the translational rules hold, (1) does not depend on the origin. (b) The translational rules do not imply (1). (c) Rule (1) about one origin does not imply the translational rules, but (1) about all origins does.

*Proof.* Write $S^\beta=\sum_k\Phi_{ijk}^{\alpha\mu\beta}$ at fixed $i,j,\alpha,\mu$. Replacing $\mathbf R_k$ by $\mathbf R_k-\mathbf c$ changes the left side of (1) by $-(S^\beta c^\gamma-S^\gamma c^\beta)$, which vanishes if $\mathbf S=0$. This proves (a). If (1) holds for all $\mathbf c$, choose $\mathbf c$ as a unit vector along $\gamma\neq\beta$. Then $S^\beta=0$, which is the last claim of (c).

For the first claim of (c), tether one atom to a fixed point by $E=\varphi(|\mathbf R+\mathbf u|)$. Rotation about that point leaves $E$ unchanged, so (1) holds. The translational sum has one term, the third derivative itself, which is not zero in general.

For (b), take two atoms, 1 at the origin and 2 at $r_0\hat{\mathbf x}$, joined by a bond of stiffness $k_b$ at rest. Put $\boldsymbol\Delta=\mathbf u_2-\mathbf u_1$ and expand the energy in the projected extension alone:

$$E_{\rm proj}=\tfrac12k_b\Delta_x^2+\tfrac16g\,\Delta_x^3 .$$

It depends on displacement differences, so all translational rules hold, and its derivatives have full permutation symmetry. Choose $i=1$, $j=2$, $\alpha=\beta=x$, $\mu=\gamma=z$ in (1). All third-order constants with a $z$ index vanish, and the remaining terms are $\Phi_{12}^{xx}-\Phi_{12}^{zz}=-k_b\neq0$. Rule (1) is broken for every value of $g$. ∎

**What the projected bond lacks.** For a true bond energy $\varphi(r)$ along $x$, the transverse second derivative is $\varphi_{zz}=\varphi'(x)/x$. Differentiating along the bond gives

$$\varphi_{xzz}=\frac{\varphi''}{r}-\frac{\varphi'}{r^2}=\frac1r\left(\varphi''-\frac{\varphi'}{r}\right). \tag{5}$$

At rest this is $k_b/r_0$, even if $\varphi$ is a perfect parabola in $r$. A sideways displacement $\Delta_z$ lengthens the bond by $\Delta_z^2/2r_0$, and this geometric lengthening couples to the stretch. The coupling is cubic although the spring is harmonic.

## Flat sheets

**Lemma 3.** Let all atoms lie in the plane $z=0$, with $X_k=R_k^x$. For in-plane $\alpha$,

$$\sum_k\Phi_{ijk}^{\alpha zz}X_k=\Phi_{ij}^{\alpha x}-\delta_{\alpha x}\Phi_{ij}^{zz}. \tag{6}$$

*Proof.* Set $\mu=z$, $\beta=x$, $\gamma=z$ in (1). The first sum vanishes because $R_k^z=0$, and the terms with $\delta_{zx}$ or $\delta_{\alpha z}$ vanish. What remains is $-\sum_k\Phi_{ijk}^{\alpha zz}X_k+\Phi_{ij}^{\alpha x}-\Phi_{ij}^{zz}\delta_{\alpha x}=0$. ∎

**Theorem 4.** Consider a flat honeycomb sheet with finite-range forces, zero force on each atom and zero stress. Under a small biaxial strain $\epsilon$ its tension is, to first order,

$$\sigma=(C_{11}+C_{12})\,\epsilon, \tag{7}$$

where $C_{11}$ and $C_{12}$ are two-dimensional elastic constants.

*Proof.* Give a large free patch of area $\mathcal A$ the displacements $u_i^\alpha=\epsilon R_i^\alpha$ in the plane and $u_i^z=sX_i$. The cubic energy $\frac16\sum\Phi_{ijk}uuu$ contains the combination $\epsilon s^2$ three times, once for each place of the in-plane index. Hence

$$E_3=\tfrac12\epsilon s^2\sum_{ijk}\Phi_{ijk}^{\alpha zz}R_i^\alpha X_jX_k
=\tfrac12\epsilon s^2\sum_{ij}\left[\Phi_{ij}^{\alpha x}R_i^\alpha X_j-\Phi_{ij}^{zz}X_iX_j\right],$$

where (6) was used for the sum over $k$. With $\alpha=\beta=z$ and $\gamma=x$, rule (4) reads $\sum_j\Phi_{ij}^{zz}X_j=\Phi_i^x$. The sum in the second part is therefore $\sum_i\Phi_i^xX_i$, the first-order change of energy per unit strain $e_{xx}$. Atoms at the cut edges may carry forces, but this sum equals $\mathcal A$ times the stress of the unstrained sheet, apart from edge terms that grow only with the perimeter. At zero stress it thus contributes nothing per unit area in a large patch.

The first part is the bilinear elastic form between a biaxial unit strain and a unit strain $e_{xx}$. From the elastic energy density $\frac12C_{11}(e_{xx}^2+e_{yy}^2)+C_{12}e_{xx}e_{yy}+2C_{66}e_{xy}^2$ it equals $\mathcal A(C_{11}+C_{12})$, apart from edge terms that grow only with the perimeter. Thus $E_3/\mathcal A=\frac12(C_{11}+C_{12})\epsilon s^2$. A tension stores $\frac12\sigma s^2$ per unit reference area at slope $s$, which gives (7).

The two sublattices could also shift against each other. An in-plane shift is a vector, and biaxial strain supplies no vector under the threefold symmetry, so no shift arises at first order. ∎

Cubic constants built from projected bonds have no $zz$ components and give $\sigma=0$: such a sheet can be stretched without becoming taut against bending.

**Elastic constants from $\Phi_{ij}$.** For a long wave with both sublattices following $u^\alpha=A^\alpha\cos(\mathbf q\cdot\mathbf R)$, equate the mean lattice and elastic energies. With $\boldsymbol\Delta=\mathbf R_j-\mathbf R_i$ and cell area $A_c$,

$$[\alpha\beta,\gamma\lambda]\equiv-\frac1{2A_c}\sum_{i\in{\rm cell}}\sum_j\Phi_{ij}^{\alpha\beta}\Delta^\gamma\Delta^\lambda=\tfrac12\left(C_{\alpha\gamma\beta\lambda}+C_{\alpha\lambda\beta\gamma}\right).$$

The right side is symmetrized because $q_\gamma q_\lambda$ is symmetric. Therefore $C_{11}=[xx,xx]$, $C_{66}=[xx,yy]$ and $C_{12}=2[xy,xy]-[xx,yy]$, all at fixed relative position of the sublattices.

## A honeycomb model solved in closed form

Take bonds of length $r_0$ with the energy

$$E=\sum_{\rm bonds}D\left(1-e^{-a(r-r_0)}\right)^2+\frac K2\sum_{\rm angles}\left(\cos\theta+\tfrac12\right)^2+\frac P2\sum_i\Big|\sum_{j\in{\rm nn}(i)}\mathbf r_{ij}\Big|^2,$$

where $\mathbf r_{ij}$ runs from atom $i$ to its neighbour $j$. Each term is rotationally invariant and stationary in the flat sheet. The bond stiffness is $k_b=2Da^2$, and $A_c=\frac{3\sqrt3}2r_0^2$.

Under biaxial strain the angles stay at $120^\circ$ and the three neighbour vectors still sum to zero. Three bonds per cell store $\frac32k_br_0^2\epsilon^2$. The elastic energy is $A_c(C_{11}+C_{12})\epsilon^2$, so $C_{11}+C_{12}=k_b/\sqrt3$.

For flexural waves let the sublattice heights be $h_A,h_B$, and let $f=\sum_{\mathbf d}e^{i\mathbf q\cdot\mathbf d}$ over the three bond vectors from A. The bond-vector sums have $z$ components $fh_B-3h_A$ and $f^*h_A-3h_B$, that is $-Lh$ with

$$L=\begin{pmatrix}3&-f\\-f^*&3\end{pmatrix}.$$

Their energy is $\frac P2h^\dagger L^2h$. A strained bond has the transverse stiffness $\varphi'(r)/r\simeq k_b\epsilon$, which adds $\frac12k_b\epsilon\,h^\dagger Lh$. The angle term adds nothing: $\cos\theta+\frac12$ remains zero under the strain, and its first derivative with respect to heights vanishes in a flat sheet. Both matrices share eigenvectors, so the lower branch, for atomic mass $m$, obeys

$$m\omega^2=P\lambda^2+k_b\epsilon\lambda,\qquad\lambda=3-|f|. \tag{8}$$

At long wavelength, $|f|^2\simeq9-\frac12\sum_{\mathbf d,\mathbf d'}[\mathbf q\cdot(\mathbf d-\mathbf d')]^2=9-\frac92q^2r_0^2$, because $\sum\mathbf d=0$ and $\sum(\mathbf q\cdot\mathbf d)^2=\frac32q^2r_0^2$. Hence $\lambda\simeq\frac34q^2r_0^2$. With $\rho=2m/A_c$, multiplying (8) by $2/A_c$ gives

$$\rho\omega^2=\kappa q^4+\frac{k_b}{\sqrt3}\epsilon q^2,\qquad\kappa=\frac{\sqrt3}4Pr_0^2. \tag{9}$$

The coefficient of $\epsilon q^2$ is $C_{11}+C_{12}$, as (7) requires.

Define the Grüneisen parameter at zero strain by $\gamma=-d\ln\omega/d\ln(\text{area})$, with $\mathbf q$ fixed in the material. Since $d\ln(\text{area})=2\,d\epsilon$ and $\ln\omega=\frac12\ln\omega^2$,

$$\gamma=-\frac{C_{11}+C_{12}}{4\kappa q^2}. \tag{10}$$

It diverges as $q\to0$, because tension scales as $q^2$ and bending as $q^4$. Under compression, (9) gives $\omega^2<0$ for $q<\sqrt{|\sigma|/\kappa}$: a sufficiently large flat sheet buckles. Projected bonds would give $\gamma=0$ here.

## Numbers in the regime of graphene

The rough parameters are $r_0=0.142$ nm, $D=6.0$ eV, $a=19.0$ nm⁻¹, $K=6.0$ eV, $P=160$ eV/nm² and $m=12.011$ u. They give $k_b=2(6.0)(19.0)^2=4332$ eV/nm². The force constants below are symbolic derivatives of the energy terms, summed over a free patch of 18 atoms that contains every term touching the central cell.

**One pair.** Put A at the origin and its neighbour B at $r_0\hat{\mathbf x}$. The bond-vector energies centred on A and on B each contribute $-3P$ to the diagonal constants, so $\Phi_{AB}^{zz}=-6P=-960$ eV/nm². The bond adds $-k_b$ along $x$, so $\Phi_{AB}^{xx}=-5292$ eV/nm². The right side of (6) is

$$-5292-(-960)=-4332\ {\rm eV/nm^2}.$$

On the left, $k=B$ contributes $-4555.17$ eV/nm² and the other two neighbours of A together contribute $+223.17$ eV/nm²; A has $X=0$. The sum is $-4332.00$ eV/nm². By (5), the bond alone supplies $-k_b$. The other $-223.17$ at $k=B$ comes from the angle energy, since the bond-vector energy is quadratic and has no cubic constants. Dropping those two neighbours would therefore break the rule by about 5% of its right side.

**Tension.** The moments of $\Phi_{ij}$ give $C_{11}=2069$, $C_{12}=432$ and $C_{66}=819$ eV/nm². Bonds alone would give $C_{12}=C_{66}$, because their moments are symmetric in all four indices; the angle energy separates the two. These constants hold the sublattices at fixed relative position. Letting them relax changes each constant, but not $C_{11}+C_{12}$, since biaxial strain causes no shift. The sum $C_{11}+C_{12}=2501$ eV/nm², or 401 N/m, equals $k_b/\sqrt3$. The tension per strain, computed separately from the third-order constants, is also 2501 eV/nm². A patch of 50 atoms gives the same value, as the finite range demands.

**Flexural phonons.** The bending stiffness is $\kappa=1.397$ eV and the density is $\rho=7.61\times10^{-7}$ kg/m². At $\epsilon=0.5\%$ the tension is $\sigma=12.51$ eV/nm², or 2.00 N/m. For $q=2$ nm⁻¹ along $x$,

$$\kappa q^4=22.4\ {\rm eV/nm^4},\qquad\sigma q^2=50.0\ {\rm eV/nm^4}.$$

Tension thus outweighs bending. Equation (9) gives $\omega/2\pi=0.345$ THz without strain and 0.621 THz with it. Diagonalizing the lattice problem gives 0.343 and 0.619 THz, so the long-wave form is 0.3% high in the strained case.

Equation (10) gives $\gamma=-111.9$, and the strained lattice gives $-112.5$. This is a slope at zero strain. Extrapolating it over the 1% change of area would raise the frequency by a factor $e^{1.125}\approx3.1$, while the calculated factor is $0.619/0.343=1.80$. The linear use of $\gamma$ needs $\epsilon\ll\kappa q^2/(C_{11}+C_{12})=0.22\%$. It is $\omega^2$, not $\ln\omega$, that stays nearly linear in strain here.

**Beyond third order.** For the Morse bond, $\varphi'\simeq k_br_0\epsilon(1-\frac32ar_0\epsilon)$. Dividing by $r=r_0(1+\epsilon)$ lowers the transverse stiffness by the fraction $(\frac32ar_0+1)\epsilon\approx2.5\%$. Tension supplies 69% of $\omega^2$, so $\omega$ falls by about $\frac12(0.69)(2.5\%)\approx0.9\%$. The lattice calculation at full strain gives 0.614 THz, which is 0.87% below the third-order value.

**Comparison with real sheets.** Graphene has an in-plane stiffness of a few hundred N/m and a bending stiffness of roughly 1 to 2 eV, so the model lies in the right regime. Its forces reach only second neighbours, and it omits electronic structure and any substrate. A real sheet at room temperature also breaks the assumption of flatness. Equipartition over flexural modes gives

$$\langle|\nabla h|^2\rangle=\frac{k_BT}{2\pi}\int_0^{\Lambda}\frac{q\,dq}{\kappa q^2+\sigma}=\frac{k_BT}{4\pi\kappa}\ln\left(1+\frac{\kappa\Lambda^2}{\sigma}\right).$$

The cutoff is set by $\hbar\sqrt{\kappa/\rho}\,\Lambda^2=k_BT$, beyond which the unstrained modes are no longer classical. At 300 K, $k_BT=0.02585$ eV and $\Lambda=8.51$ nm⁻¹, so the mean square slope is 0.00325. If the edges are held, the ripples stretch the material in each direction by $\frac12\langle(\partial_xh)^2\rangle=\frac14\langle|\nabla h|^2\rangle=0.08\%$, or 16% of the applied strain. Adding this to the tension once, without self-consistency, raises the example's frequency by 5.5%; a quasi-harmonic sum over the lattice modes with Bose weights, in place of the sharp cutoff, gives about 6%. This counts thermal ripples only. Zero-point motion and the stiffening of bending by ripples are left out. To first order in $k_BT$, the stiffening raises $\kappa$ at $q=2$ nm⁻¹ by about 11% under this tension, or about 2% in frequency, and by about a third at zero tension, or about 15% in frequency. At held edges, flexural zero-point motion raises the tension, but in-plane zero-point motion of the anharmonic bonds lowers it by more. In the quasi-harmonic approximation of this model the two contribute $+2.8$ and $-7.4$ eV/nm². The net effect is more than twice the thermal ripple tension of 2.0 eV/nm² and opposite in sign, so the strain should be measured from a lattice constant that already includes zero-point motion. With the strain measured in that way, the thermal ripple tension is the largest of the corrections estimated here for the strained example. It grows as the applied tension falls, so the flat-sheet result is least reliable for slack sheets and long waves.
